# Copper dissolution driven by an illuminated p-n junction

During wet cleaning or polishing, copper interconnects on a wafer can lie open to a solution while buried wiring joins them to the two sides of a p-n junction. Light makes the junction a small photovoltaic cell, and the solution closes its circuit. Positive current leaves the p contact, enters the solution through one pad by dissolving copper, and returns through the other by depositing it. How fast does the first pad dissolve, and what sets the rate: the light, the copper reactions or the liquid?

Let $V$ be the potential of the p contact minus that of the n contact, and let $I>0$ flow from the p-side pad through the solution to the n-side pad. With $f=e/(kT)$, the result is

$$\frac1f\ln\left(1+\frac{I_L-I}{I_s}\right)=\eta_a(I)+\eta_c(I)+IR. \tag{1}$$

Here $I_L$ is the photocurrent, $I_s$ the saturation current, $\eta_a$ and $\eta_c$ the positive magnitudes of the anode and cathode overpotentials, and $R$ the solution resistance. SI units are used.

## Laws of the three elements

**Junction.** Take holes in a long n-type region $x>0$, with equilibrium density $p_0$, excess density $p$, diffusivity $D_h$, lifetime $\tau$ and uniform generation rate $G$. In steady state

$$D_hp''-\frac p\tau+G=0,\qquad p(0)=p_0(e^{fV}-1),\qquad p(\infty)=G\tau.$$

The condition at $x=0$ assumes low injection and Boltzmann balance across the depletion layer. With $L=\sqrt{D_h\tau}$ the solution is

$$p=G\tau+\left[p_0(e^{fV}-1)-G\tau\right]e^{-x/L}.$$

The hole flux towards the junction is $D_hp'(0)$. Since $D_h\tau/L=L$,

$$D_hp'(0)=GL-\frac{D_hp_0}{L}(e^{fV}-1).$$

These holes cross to the p side and leave through its contact. Electrons collected from the p-type region add terms of the same form and sign, and generation in the depletion layer adds to the light term. Multiplying by $e$ and the junction area gives

$$I_J(V)=I_L-I_s(e^{fV}-1). \tag{2}$$

Shunt leakage and recombination in the depletion layer are left out.

**Copper.** Dissolution proceeds through $\mathrm{Cu\rightleftharpoons Cu^++e^-}$ and $\mathrm{Cu^+\rightleftharpoons Cu^{2+}+e^-}$. Let $\theta$ be the amount of $\mathrm{Cu^+}$ relative to equilibrium, $\eta$ the signed overpotential and $v_1^0,v_2^0$ the exchange rates. With symmetry factor $1/2$ for both steps,

$$v_1=v_1^0(e^{f\eta/2}-\theta e^{-f\eta/2}),\qquad v_2=v_2^0(\theta e^{f\eta/2}-e^{-f\eta/2}).$$

Suppose that $\mathrm{Cu^+}$ stays at the surface until it reacts. Steady state then requires $v_1=v_2$. If the first step is fast, its bracket must nearly vanish, so $\theta=e^{f\eta}$. Each completed reaction releases two electrons, hence

$$j=j_0(e^{3f\eta/2}-e^{-f\eta/2}),\qquad j_0=2Fv_2^0, \tag{3}$$

where $F$ is the Faraday constant. Solving $v_1=v_2$ without the approximation gives, with $\rho=v_1^0/v_2^0$,

$$\theta=\frac{\rho e^{f\eta/2}+e^{-f\eta/2}}{\rho e^{-f\eta/2}+e^{f\eta/2}},$$

which divides the current in (3) by $1+e^{f\eta}/\rho$. Equation (3) therefore needs $\rho\gg e^{f\eta}$. This is a demand on the anode: at the brightest level of the example below it means $\rho\gg10^4$. There $\theta$ is also about $10^4$. If that $\mathrm{Cu^+}$ could escape into the solution, it would add to the anode current and change the law. The example therefore describes model pads that hold $\mathrm{Cu^+}$, and its speeds are not predictions for bare copper.

For pads of areas $A_a,A_c$, define $I_{a0}=j_0A_a$ and $I_{c0}=j_0A_c$. At the cathode $\eta=-\eta_c$ and the current is reversed, so

$$I=I_{a0}(e^{3f\eta_a/2}-e^{-f\eta_a/2}),\qquad I=I_{c0}(e^{f\eta_c/2}-e^{-3f\eta_c/2}). \tag{4}$$

Both right-hand sides increase with overpotential, so each inverts to a single increasing function of $I$.

**Solution.** The pads are discs of radii $a_a,a_c$, a distance $d$ apart in an insulating plane under deep liquid of conductivity $\kappa$. A point source of current $I$ spreads over hemispheres of area $2\pi r^2$, giving the potential $I/(2\pi\kappa r)$.

Consider a disc of radius $b$ emitting uniform current density $j$. Seen from a point on its rim, the chord at angle $\vartheta$ to the diameter has length $2b\cos\vartheta$. The rim potential is therefore

$$\phi_{\rm rim}=\frac{j}{2\pi\kappa}\int_{-\pi/2}^{\pi/2}2b\cos\vartheta\,d\vartheta=\frac{2jb}{\pi\kappa}.$$

Now build a disc of radius $a$ from rings. The pair sum $S=\frac12\int j\phi\,dA$ grows by $\phi_{\rm rim}\,j\,2\pi b\,db$ with each ring:

$$S=\int_0^a\frac{2jb}{\pi\kappa}\,2\pi jb\,db=\frac{4j^2a^3}{3\kappa}.$$

But $S=\frac12j\bar\phi\,\pi a^2$, so the mean potential is $\bar\phi=8ja/(3\pi\kappa)$. Dividing by $I=\pi a^2j$ gives the resistance $8/(3\pi^2\kappa a)$ of one pad to distant liquid. For $d$ much larger than both radii, each pad also shifts the potential at the other by $I/(2\pi\kappa d)$ in magnitude, which reduces their potential difference. Thus

$$R=\frac{8}{3\pi^2\kappa}\left(\frac1{a_a}+\frac1{a_c}\right)-\frac1{\pi\kappa d}. \tag{5}$$

## First derivation: potentials around the loop

Suppose a steady current exists. Charge conservation makes it the same in every element. Let both pads have reversible potential $E$ relative to the adjacent solution, and let the wiring have negligible resistance. The metal potentials are

$$\phi_p=\phi_{{\rm sol},a}+E+\eta_a,\qquad \phi_n=\phi_{{\rm sol},c}+E-\eta_c.$$

Subtract them and use $\phi_{{\rm sol},a}-\phi_{{\rm sol},c}=IR$. The potential $E$ cancels:

$$V=\eta_a+\eta_c+IR.$$

Setting $I_J(V)=I$ in (2) gives $e^{fV}=1+(I_L-I)/I_s$. Taking the logarithm and equating the two expressions for $V$ gives (1).

At $I=0$ the left side of (1) is the positive open-circuit voltage and the right side is zero. At $I=I_L$ the left side is zero and the right side is positive. The left side falls with $I$ and the right side rises, so there is one root, with $0<I<I_L$. Light cannot drive more dissolution current than the photocurrent in this model.

If the reversible potentials differed, the same subtraction would put $E_a-E_c$ on the right of (1), and a current could flow in the dark.

## Second derivation: charging from the dark

The second route does not suppose that a steady current exists. Give the junction and the two pads positive capacitances $C_J,C_a,C_c$, and start with all voltages zero. The current through the liquid is $I_R=(V-\eta_a-\eta_c)/R$. Denote the reaction currents in (4) by $I_a(\eta_a)$ and $I_c(\eta_c)$. Current that does not pass through an element charges its capacitance:

$$C_J\dot V=I_J-I_R,\qquad C_a\dot\eta_a=I_R-I_a,\qquad C_c\dot\eta_c=I_R-I_c. \tag{6}$$

Define a function with the unit of power,

$$\Psi=-\int_0^VI_J\,dV'+\int_0^{\eta_a}I_a\,d\eta'+\int_0^{\eta_c}I_c\,d\eta'+\frac{(V-\eta_a-\eta_c)^2}{2R}.$$

Its derivatives are

$$\frac{\partial\Psi}{\partial V}=-I_J+I_R=-C_J\dot V,\qquad \frac{\partial\Psi}{\partial\eta_a}=I_a-I_R=-C_a\dot\eta_a,$$

and likewise for the cathode. The chain rule then gives

$$\dot\Psi=-C_J\dot V^2-C_a\dot\eta_a^2-C_c\dot\eta_c^2\le0.$$

The circuit moves downhill in $\Psi$ until all three voltages stop changing.

The first three terms of $\Psi$ are strictly convex, because $I_J$ falls with $V$ while $I_a$ and $I_c$ rise with their overpotentials. The last term is convex. Moreover, $\Psi$ grows without bound in every direction: the junction term rises exponentially for large positive $V$ and linearly for large negative $V$, and each pad term rises exponentially both ways. Hence $\Psi$ has one minimum, the motion stays bounded, and it ends at that minimum. There

$$I_J(V)=I_a(\eta_a)=I_c(\eta_c)=\frac{V-\eta_a-\eta_c}{R}.$$

Call the common value $I$. The last equality gives $V=\eta_a+\eta_c+IR$, and inversion of $I_J(V)=I$ gives (1) again.

## What each derivation assumes

Both use the element laws (2)–(5), so their agreement does not validate those laws. The loop argument assumes a steady state but needs no capacitances, and it permits $R=0$. The charging argument needs $R>0$, positive capacitances, and element laws that hold instant by instant during charging. In return it proves that the steady state is reached and is stable.

The assumptions also fail differently. If a growing surface film makes the anode current fall as its potential rises, the potential balance still holds at any steady state, but $\eta_a(I)$ may have several values. Convexity of $\Psi$ is then lost, and neither uniqueness nor stability follows from these arguments.

## Weak and strong light

Differentiate (1) with respect to $I_L$. Let $r_a=d\eta_a/dI$, $r_c=d\eta_c/dI$ and $r_d=1/[f(I_L+I_s-I)]$. Then

$$r_d\left(1-\frac{dI}{dI_L}\right)=(r_a+r_c+R)\frac{dI}{dI_L},$$

$$\frac{dI}{dI_L}=\frac{r_d}{r_d+r_a+r_c+R}. \tag{7}$$

Additional photocurrent divides between the junction's internal path and the copper path. As $I_L\to0$, expansion of (2) and (4) gives $r_d=1/(fI_s)$, $r_a=1/(2fI_{a0})$ and $r_c=1/(2fI_{c0})$. Therefore

$$\frac I{I_L}\to\left[1+\frac{I_s}{2}\left(\frac1{I_{a0}}+\frac1{I_{c0}}\right)+fI_sR\right]^{-1}.$$

For strong light, take $I_L\gg I_s$, $I\ll I_L$, and both pads far enough from equilibrium that the reverse terms in (4) can be dropped. Multiplying (1) by $f$ gives

$$\ln\frac{I_L}{I_s}=\frac23\ln\frac I{I_{a0}}+2\ln\frac I{I_{c0}}+fIR.$$

The coefficients of $\ln I$ add to $m=8/3$. Division by $m$ gives

$$\ln\frac I{I_k}=-\frac{fRI}{m},\qquad I_k=I_{a0}^{1/4}I_{c0}^{3/4}\left(\frac{I_L}{I_s}\right)^{3/8}. \tag{8}$$

With $w=fRI/m$, exponentiation and multiplication by $fR/m$ turn this into $we^w=fRI_k/m$. The Lambert function $W$ is the inverse of $we^w$, so

$$I=\frac{m}{fR}\,W\!\left(\frac{fRI_k}{m}\right). \tag{9}$$

For small $R$, $I\to I_k$. The anode current density is then proportional to $(A_c/A_a)^{3/4}$: a small anode wired to a large cathode dissolves fast. An inhibitor that lowers $j_0$ equally on both pads lowers $I_k$ in the same proportion. In weaker light it has little effect if the current is still close to $I_L$ after the inhibitor is added. In the example below, at $I_L=0.1$ nA, a tenfold lower $j_0$ reduces $I/I_L$ from 0.94 to 0.34.

## Worked example

Choose $T=298.15$ K, so $1/f=25.693$ mV, with $j_0=10^{-3}$ A/m², $I_s=10^{-14}$ A and $\kappa=0.50$ S/m. The anode radius is 2 µm, the cathode radius 200 µm and their distance 2 mm. These are model parameters. The exchange currents are $I_{a0}=1.2566\times10^{-14}$ A and $I_{c0}=1.2566\times10^{-10}$ A. Equation (5) gives

$$R=270.19+2.702-0.318=272.57\ {\rm k\Omega},$$

nearly all of it at the small anode.

| $I_L$ (nA) | $I$ (nA) | $I/I_L$ | Recession (nm/s) |
|---:|---:|---:|---:|
| 0.1 | 0.0940 | 0.940 | 0.275 |
| 10 | 2.035 | 0.204 | 5.95 |
| 1000 | 11.93 | 0.0119 | 34.9 |

The recession speed follows from Faraday's law, $v=jM/(2F\rho_{\rm Cu})$, with $M=63.546$ g/mol and density $\rho_{\rm Cu}=8960$ kg/m³.

The ratio $I/I_L$ is 0.715 for vanishing light, higher at 0.1 nA, and then small. The lost current explains this rise and fall. By (2) it is $I_s(e^{fV}-1)$. While the anode is far from equilibrium but the cathode is near it, $e^{fV}$ grows roughly as $I^{2/3}$, slower than the current, so the lost fraction shrinks. Once both pads are far from equilibrium and $IR$ is small, $e^{fV}$ grows as $I^{8/3}$ and the loss takes over. The weak-light fractions belong to the ideal diode law (2). At low voltage a real silicon junction loses more current by recombination in the depletion layer. For a p$^+$n junction with the same $I_s$, n-side doping $10^{16}$ cm⁻³, lifetime 10 µs and midgap traps, this loss is about five times the term in (2) at 164 mV. Then $I/I_L$ drops to about 0.03 for vanishing light and 0.70 at 0.1 nA, while the brightest row hardly changes.

At 1000 nA the voltages, in mV, add as $235.75+233.97+3.25=472.97$. The copper reactions take almost all of the voltage, because the chosen $j_0$ is low, as for an inhibited surface. With faster kinetics the balance shifts. For $j_0=1$ A/m² the solution takes 176 of 447 mV and $I/I_L=0.65$; for 10 A/m² it takes 248 of 411 mV and $I/I_L=0.91$. In both cases the current at 0.1 and 10 nA is essentially $I_L$, so there the light sets the rate. Equation (8) gives

$$I_k=(1.2566\times10^{-14})^{1/4}(1.2566\times10^{-10})^{3/4}(10^8)^{3/8}=1.2566\times10^{-8}\ {\rm A},$$

or 12.57 nA. The argument of $W$ in (9) is $272.57\ {\rm k\Omega}\times12.566\ {\rm nA}/(2.667\times25.693\ {\rm mV})=0.050$, and (9) gives 11.98 nA, 0.4% above the root of (1). If a narrow liquid path made the total resistance 10 MΩ, the root would fall to 5.57 nA. In strong light, solution resistance matters when $IR$ is comparable with $m/f=68.5$ mV.

Tests compared the root of (1) with a time integration of (6) at all three light levels. They also checked the area law at $R=0$: reducing the anode area sixteenfold raised its current density by a factor of 8.02, against the predicted $16^{3/4}=8$. With the larger resistance (5) of the smaller pad included, the factor is 7.68.

The uniform-current assumption can be checked too. The solution potential is $ja/\kappa$ at the centre of a uniformly emitting disc and $2ja/(\pi\kappa)$ at its rim. At the brightest level $j=949$ A/m², so the anode difference is $(1-2/\pi)ja/\kappa\approx1.4$ mV, which favours dissolution at the rim. A calculation with separate rings gives an outer current density 1.08 times the inner one, while the total changes by less than 0.1%.

Constant composition is less secure. Applying the disc formula to diffusion, with migration left out, replaces $I$ by the ion flow $I/(2F)$ and $\kappa$ by the diffusivity $D$, so the mean concentration change on a pad, once diffusion is steady, is

$$\Delta c=\frac{8}{3\pi^2}\frac{I}{2FDa}.$$

For $D=7\times10^{-10}$ m²/s and 5 mol/m³ of $\mathrm{Cu^{2+}}$ in the bulk, the brightest case gives a steady depletion of 0.12 mol/m³ at the cathode, about 2% of the bulk value. Diffusion over the cathode radius takes about $a_c^2/D=57$ s, so this value is approached slowly. At the anode the formula gives an excess of 11.9 mol/m³, more than twice the bulk concentration. Migration would carry part of the ions and reduce this excess, but it can remain comparable with the bulk value. The constant conductivity assumed there is therefore doubtful. If the excess ions raised the conductivity and nothing else changed, the current would lie between 11.9 nA and the zero-resistance value of 12.5 nA. Other things do change, and they act in the opposite direction. Most of the 0.50 S/m must come from supporting ions, which carry no current in the steady state. A steady Nernst–Planck estimate with sodium sulfate or sulfuric acid as support gives an anode excess of about 9 or 7 mol/m³, a solution drop of about 4.0 or 6.6 mV in place of 3.25 mV, and a current of about 11.8 or 11.4 nA. Slower deposition from the depleted solution lowers the current by about a further 1%. Precipitation is left out.

The flat-pad geometry has a limited life as well. At 34.9 nm/s the anode would recede by its own 2 µm radius in about 57 s. The speed was calculated for a flat anode after the pads have charged; as a recess forms, its shape enters $R$. The numerical output below gives the remaining voltages and comparisons.

## Computed results

```
Temperature: 298.15 K; 1/f: 25.693 mV
Exchange current density j0: 1.0e-03 A/m^2
Saturation current I_s: 1.0e-14 A
Anode, cathode radius: 2, 200 um
Pad distance: 2 mm; conductivity: 0.50 S/m
Anode, cathode area: 1.2566e-11, 1.2566e-07 m^2
Exchange currents anode, cathode: 1.2566e-14, 1.2566e-10 A
Disc factor 8/(3 pi^2): 0.27019
Mean disc potential by integration, units j*a/kappa: 0.84883
R anode, cathode, mutual: 270.19, 2.702, 0.318 kohm
R total: 272.57 kohm
I/I_L for vanishing light: 0.7153
Photocurrent I_L: 0.1 nA
  I: 0.09399 nA; I/I_L: 0.9399
  I from transient: 0.09399 nA; dI/dI_L: 0.92819
  open-circuit, working voltage: 236.64, 164.46 mV
  eta_a, eta_c, I*R: 152.78, 11.649, 0.0256 mV
  anode j: 7.479 A/m^2; recession: 0.2749 nm/s = 16.49 nm/min
Photocurrent I_L: 10.0 nA
  I: 2.03530 nA; I/I_L: 0.2035
  I from transient: 2.03530 nA; dI/dI_L: 0.08681
  open-circuit, working voltage: 354.96, 349.11 mV
  eta_a, eta_c, I*R: 205.46, 143.097, 0.5548 mV
  anode j: 161.964 A/m^2; recession: 5.9526 nm/s = 357.16 nm/min
Photocurrent I_L: 1000.0 nA
  I: 11.93006 nA; I/I_L: 0.0119
  I from transient: 11.93006 nA; dI/dI_L: 0.00430
  open-circuit, working voltage: 473.27, 472.97 mV
  eta_a, eta_c, I*R: 235.75, 233.967, 3.2518 mV
  anode j: 949.364 A/m^2; recession: 34.8917 nm/s = 2093.50 nm/min
Brightest level, currents in nA:
  I_k formula: 12.5664; full root R=0: 12.5072
  Lambert, pad R: 11.9814; full root: 11.9301
  Lambert, 10 Mohm: 5.5720; full root: 5.5656
  ring-resolved pads: 11.9319
Outer/inner ring current density on anode: 1.0798
Light exponent at R=0: 0.3780 (limit 0.3750)
Anode area/16: anode j rises by factor 8.019
Cathode area/16: current falls by factor 7.967
Cu2+ bulk: 5.0 mol/m^3; diffusivity: 7.0e-10 m^2/s
Cu2+ cathode depletion, anode excess: 0.1193, 11.931 mol/m^3
Copper molar mass: 63.546 g/mol; density: 8960 kg/m^3
```
